# Low-velocity Møller scattering from the massive formula and from spin weights

## Problem

Two unpolarized electrons of mass $m$ collide in their centre-of-mass frame, each with speed $v=\beta c$. A detector accepts an electron leaving at angle $\theta$ to the beam axis, whichever of the two it is, and spins are not observed.

1. Find the differential cross section at lowest order in the fine-structure constant $\alpha$, keeping the electron mass throughout.
2. Find its limit for small $\beta$, expressed in half-angles, and the first correction to it.
3. Obtain the same limit from the singlet and triplet spin states of the pair, and identify the origin of each term.
4. Evaluate the result for $v=10$ atomic units and $\theta=60^\circ$, and say when the limit can be trusted.

The half-angle functions are abbreviated as

$$s=\sin^2\frac{\theta}{2},\qquad k=\cos^2\frac{\theta}{2},\qquad s+k=1 .$$

## First estimate by scaling

In Hartree atomic units $\hbar=m=e^2=1$, and the speed of light is $c=1/\alpha\approx137$. Slow electrons repel through the potential $1/r$. At lowest order the scattering amplitude, a length, is linear in $e^2$. Apart from a function of angle, the static interaction supplies the combination

$$f\sim\frac{me^2}{p^2}=\frac{e^2}{mv^2}\;\longrightarrow\;\frac{1}{v^2}.$$

This is also the separation at which the repulsion energy equals the total kinetic energy $2\times\frac12mv^2$. The cross section per steradian is therefore roughly

$$\frac{d\sigma}{d\Omega}\sim\frac1{v^4}=1.0\times10^{-4}\ \text{bohr}^2/\text{sr}\qquad(v=10).$$

Magnetic forces between moving charges are weaker than electric ones by about $\beta^2$. Here $\beta=0.073$ and $\beta^2=0.0053$, so relativity should change the answer by roughly half a percent.

Scaling leaves the angular function open. Because the electrons are identical, deflection by $\theta$ and deflection by $\pi-\theta$ lead to the same detected event. Their amplitudes can reinforce or cancel, and dimensional analysis does not decide which.

## Exact tree-level solution

### Amplitude and cross section

For the relativistic calculation, set $\hbar=c=1$ and $e^2=4\pi\alpha$. The metric is $(+,-,-,-)$, and spinors are normalized by $\bar uu=2m$. Incoming momenta are $p_1,p_2$ and outgoing momenta $p_3,p_4$, with

$$S=(p_1+p_2)^2,\qquad t=(p_1-p_3)^2,\qquad u=(p_1-p_4)^2 .$$

Two vertices and a photon propagator give $(ie)^2(-i)/t=ie^2/t$. Interchanging the final electrons gives a second diagram, with a relative minus sign from Fermi statistics:

$$M=e^2\left[\frac{(\bar u_3\gamma^\mu u_1)(\bar u_4\gamma_\mu u_2)}{t}-\frac{(\bar u_4\gamma^\mu u_1)(\bar u_3\gamma_\mu u_2)}{u}\right].$$

Let each electron have energy $E$ and momentum magnitude $p$, so $\sqrt S=2E$. The flux factor is $4E^2(2p/E)=8pE$. The momentum delta function fixes $\mathbf p_4=-\mathbf p_3$. With $q$ the outgoing momentum magnitude and $E_q=\sqrt{q^2+m^2}$, the remaining phase space is

$$\frac{d\Omega}{4\pi^2}\int\frac{q^2\,dq}{4E_q^2}\,\delta(2E_q-2E)=\frac{p}{32\pi^2E}\,d\Omega ,$$

because $q\,dq=E_q\,dE_q$ and the delta function contributes $1/2$. Dividing by the flux factor gives

$$\frac{d\sigma}{d\Omega}=\frac{\langle|M|^2\rangle}{256\pi^2E^2}. \tag{1}$$

The brackets denote a sum over final spins and an average over the four initial spin states. Since this cross section counts either electron, integrating it over one hemisphere counts each final state once.

### Direct and exchange terms

Momentum conservation and equal masses leave three scalar products:

$$a=p_1\!\cdot p_2=p_3\!\cdot p_4,\quad b=p_1\!\cdot p_3=p_2\!\cdot p_4,\quad d=p_1\!\cdot p_4=p_2\!\cdot p_3 .$$

One factor of the squared direct diagram is

$$\mathrm{Tr}[(\not p_3+m)\gamma^\mu(\not p_1+m)\gamma^\nu]=4[p_3^\mu p_1^\nu+p_3^\nu p_1^\mu-g^{\mu\nu}(b-m^2)].$$

The other has $3,1$ replaced by $4,2$. Their contraction is

$$16\left[2a^2+2d^2-4b(b-m^2)+4(b-m^2)^2\right]
=32\left[a^2+d^2-2m^2(b-m^2)\right].$$

Since $t=2m^2-2b$, the last term in the bracket is $+m^2t$. With the spin average $1/4$, the direct contribution is

$$D=\frac{8e^4}{t^2}\,(a^2+d^2+m^2t).$$

In the centre-of-mass frame,

$$a=E^2+p^2=m^2+2p^2,\qquad t=-4p^2s,\qquad u=-4p^2k,$$

and $d=E^2+p^2\cos\theta=m^2+2p^2k=a-2p^2s$. Hence

$$a^2+d^2+m^2t=2a^2-4p^2s(a+m^2)+4p^4s^2 .$$

Dividing by $t^2=16p^4s^2$ and using $2p^2=a-m^2$,

$$D=\frac{e^4}{p^4}\left[\frac{a^2}{s^2}-\frac{a^2-m^4}{s}+2p^4\right].$$

The squared exchange diagram has $s$ replaced by $k$. Because $1/s+1/k=1/(sk)$, the two together give

$$\frac{e^4}{p^4}\left[a^2\left(\frac1{s^2}+\frac1{k^2}\right)-\frac{a^2-m^4}{sk}+4p^4\right]. \tag{2}$$

### Interference term

The product of one diagram with the conjugate of the other joins all spinors into a single trace:

$$T=\mathrm{Tr}[(\not p_3+m)\gamma^\mu(\not p_1+m)\gamma^\nu(\not p_4+m)\gamma_\mu(\not p_2+m)\gamma_\nu].$$

Terms with an odd number of mass factors contain an odd number of gamma matrices and vanish. The others need the four-dimensional identities

$$\gamma^\mu\not A\gamma_\mu=-2\not A,\quad \gamma^\mu\not A\not B\gamma_\mu=4A\!\cdot\!B,\quad \gamma^\mu\not A\not B\not C\gamma_\mu=-2\not C\not B\not A .$$

Without mass factors, contracting first over $\mu$ and then over $\nu$ gives

$$-2\,\mathrm{Tr}[\not p_3\not p_4\gamma^\nu\not p_1\not p_2\gamma_\nu]
=-8a\,\mathrm{Tr}[\not p_3\not p_4]=-32a^2 .$$

With two mass factors, two momenta remain. If they are neighbours in the cyclic trace, as $p_3$ and $p_1$ are, two contractions each give $-2$. The result is $4\,\mathrm{Tr}[\not p_3\not p_1]=16\,p_3\cdot p_1$. If they are opposite, as $p_3$ and $p_4$ are, then $\gamma^\mu\gamma^\nu\not p_4\gamma_\mu=4p_4^\nu$, and the result is $16\,p_3\cdot p_4$. All six pairs thus carry the coefficient 16, and their sum is $32m^2(a+b+d)$.

Multiplying $p_3+p_4=p_1+p_2$ by $p_1$ gives $b+d=m^2+a$. The terms with two mass factors therefore equal $64m^2a+32m^4$. With four mass factors, $m^4\mathrm{Tr}[\gamma^\mu\gamma^\nu\gamma_\mu\gamma_\nu]=-32m^4$. Adding everything,

$$T=-32a^2+64m^2a=-32a(a-2m^2).$$

This enters $\langle|M|^2\rangle$ with the factor $-2e^4/(4tu)$, where the minus sign is the statistical one. Since $tu=16p^4sk$, the contribution is

$$-\frac{e^4T}{2tu}=\frac{e^4}{p^4}\,\frac{a^2-2m^2a}{sk}. \tag{3}$$

At low speed $a\to m^2$, so this interference is negative. It changes sign at $a=2m^2$, where $p^2=m^2/2$ and $\beta^2=p^2/E^2=1/3$.

### The massive formula

Adding (2) and (3), the coefficient of $1/(sk)$ becomes

$$-a^2+m^4+a^2-2m^2a=(a-m^2)^2-a^2=4p^4-a^2 .$$

The terms proportional to $a^2$ now share one angular function,

$$B(\theta)=\frac1{s^2}+\frac1{k^2}-\frac1{sk}, \tag{4}$$

and the spin-averaged square is

$$\langle|M|^2\rangle=\frac{e^4}{p^4}\left[a^2B+4p^4\left(1+\frac1{sk}\right)\right].$$

Insert this into (1) with $e^4=16\pi^2\alpha^2$. With $\gamma=(1-\beta^2)^{-1/2}$, one has $E=m\gamma$, $p=m\gamma\beta$ and $a=m^2\gamma^2(1+\beta^2)$. Therefore

$$\frac{d\sigma}{d\Omega}=\frac{\alpha^2(1-\beta^2)}{16m^2\beta^4}
\left[(1+\beta^2)^2B+4\beta^4\left(1+\frac1{sk}\right)\right]. \tag{5}$$

This answers the first question: no expansion in speed has been made.

### Low velocity

Keeping the leading power of $\beta$ in (5) gives

$$\frac{d\sigma}{d\Omega}\longrightarrow\frac{\alpha^2}{16m^2\beta^4}
\left[\frac1{\sin^4(\theta/2)}+\frac1{\cos^4(\theta/2)}-\frac1{\sin^2(\theta/2)\cos^2(\theta/2)}\right]. \tag{6}$$

In Hartree units the prefactor is $1/(16v^4)$, because restoring $\hbar$ and $c$ turns $\alpha/(m\beta^2)$ into $e^2/(mv^2)$.

The second term of (5) also grows near the beam axis, so the angular dependence of the correction needs inspection. Put $x=sk$, with $0<x\le1/4$. Since $s^2+k^2=1-2x$, one finds $B=(1-3x)/x^2$. The ratio of (5) to (6) is then

$$\rho=(1-\beta^2)\left[(1+\beta^2)^2+4\beta^4R\right],\qquad
R=\frac{x(1+x)}{1-3x}. \tag{7}$$

The numerator of $R$ rises with $x$ and its denominator falls, so $R$ is largest at $90^\circ$, where it equals $5/4$. The relative correction is therefore bounded over all nonzero scattering angles, and

$$\rho=1+\beta^2+O(\beta^4)$$

uniformly in angle. The first correction raises the cross section without changing its angular shape.

### Singlet and triplet

A positive-energy spinor can be written in terms of a rest-frame spin $\chi$:

$$u=\sqrt{E+m}\begin{pmatrix}\chi\\[2pt] \dfrac{\boldsymbol\sigma\cdot\mathbf p}{E+m}\,\chi\end{pmatrix}.$$

At low speed its charge density obeys $\bar u'\gamma^0u\to2m\,\chi'^\dagger\chi$, with relative corrections of order $\beta^2$. The spatial current is

$$\bar u'\gamma^iu=\chi'^\dagger[\sigma^i(\boldsymbol\sigma\cdot\mathbf p)+(\boldsymbol\sigma\cdot\mathbf p')\sigma^i]\chi ,$$

which is of order $p$. A product of two such currents is smaller than the charge term $4m^2$ by order $\beta^2$. The leading interaction therefore leaves each spin unchanged.

In the exchange diagram, electron 1 goes into state 4 and electron 2 into state 3. This acts on the pair as the spin-swap operator $P$. With $t=-4p^2s$ and $u=-4p^2k$,

$$M\to4m^2e^2\left(\frac1t-\frac Pu\right)=-\frac{m^2e^2}{p^2}\left(\frac1s-\frac Pk\right).$$

The singlet is antisymmetric in spin, so $P=-1$; the three triplet states are symmetric, so $P=+1$. The angular factors are consequently

$$A_{\rm singlet}=\frac1s+\frac1k,\qquad A_{\rm triplet}=\frac1s-\frac1k .$$

Independent unpolarized spins have the density matrix $\mathbf 1/4$. This form is the same in every orthonormal basis, so each of the four states has probability $1/4$. The weights are $1/4$ for the singlet and $3/4$ for the triplet, and

$$\frac14\left(\frac1s+\frac1k\right)^2+\frac34\left(\frac1s-\frac1k\right)^2
=\frac1{s^2}+\frac1{k^2}+2\left(\frac14-\frac34\right)\frac1{sk}=B .$$

The prefactor also agrees. Equation (1) with $E\to m$ gives

$$\frac{1}{256\pi^2m^2}\,\frac{m^4e^4}{p^4}=\frac{\alpha^2m^2}{16p^4}\to\frac{\alpha^2}{16m^2\beta^4}.$$

The first term of $B$ is ordinary deflection, and the second is deflection with the electrons interchanged. The third is their interference: constructive in the singlet and destructive in the triplet. It is negative because the triplet has three times the weight.

At $90^\circ$, $s=k=1/2$ and the leading triplet amplitude vanishes. A spin-independent triplet amplitude must cancel there, since it is antisymmetric under $\theta\to\pi-\theta$. Whatever survives comes from spin-dependent interactions. These enter the amplitude at relative order $\beta^2$, so they can contribute to the cross section at relative order $\beta^4$. A numerical sum over Dirac spinors gives a triplet share of $1.4\times10^{-4}$ at $v=10$ atomic units. At $\beta=0.5$ the share is 0.17, and scattering at $90^\circ$ is no longer nearly pure singlet.

## Comparison of estimate and solution

### Numbers at 60 degrees

For $v=10$ atomic units each electron has a kinetic energy of 50.2 hartree. At $\theta=60^\circ$, $s=1/4$ and $k=3/4$, so

$$B=16+\frac{16}{9}-\frac{16}{3}=16.000+1.778-5.333=12.444 .$$

The spin decomposition gives the same number from

$$\frac14\left(4+\frac43\right)^2+\frac34\left(4-\frac43\right)^2=7.111+5.333=12.444 .$$

The triplet supplies 43% of the scattering, less than its 75% statistical weight. The limiting cross section is

$$\frac{d\sigma}{d\Omega}=\frac{12.444}{16\times10^4}=7.78\times10^{-5}\ \text{bohr}^2/\text{sr},$$

or about $2.18\times10^3$ barn/sr. The scaling estimate was $1.0\times10^{-4}$ bohr²/sr, so it is high by a factor of about 1.3.

Part of that agreement is due to the chosen angle. The ratio of the solution to the estimate is $B/16$, which is 0.78 at $60^\circ$ but only 0.25 at $90^\circ$, where $B=4$. Near the beam axis it grows without bound. Scaling has found the factor $v^{-4}$, while the angular function requires the photon propagators and the spin statistics. Omitting the interference would give $16+1.778=17.778$ in place of 12.444, an excess of 43% relative to the limiting result.

The estimated relativistic correction has the right order. Equation (5) gives $7.82\times10^{-5}$ bohr²/sr, which is 0.54% above the limit, close to $\beta^2=0.53\%$. The unit coefficient is not a prediction of the magnetic estimate. Near the beam axis the two currents contract to $4a=4E^2(1+\beta^2)$, whose spatial (magnetic) part produces the factor $(1+\beta^2)^2\approx1+2\beta^2$ in (7), while the kinematic factor $1-\beta^2$ removes half of that increase. The coefficient also refers to comparison at fixed speed: relative to $\alpha^2m^2B/(16p^4)$ at fixed momentum, the leading factor is $\gamma^2(1+\beta^2)^2=1+3\beta^2+O(\beta^4)$. The following ratios at $60^\circ$ show where the first correction ceases to suffice:

| $\beta$ | full tree / limit | $1+\beta^2$ |
|---|---|---|
| 0.10 | 1.0101 | 1.0100 |
| 0.30 | 1.096 | 1.090 |
| 0.50 | 1.267 | 1.250 |

### How slow is too slow?

The calculation took the lowest order in $\alpha$ first and small $\beta$ second. At fixed $\alpha$, the speed cannot be lowered indefinitely, because repeated Coulomb exchange becomes important.

Its effect can be seen from the nonrelativistic Coulomb amplitude, used here as a known solution of the Schrödinger equation. In Hartree units, apart from an angle-independent phase,

$$f(\theta)=-\frac{1}{4v^2s}\,e^{-i\eta\ln s},\qquad \eta=\frac{1}{2v}.$$

The parameter $\eta$ contains the relative speed $2v$. The singlet uses $f(\theta)+f(\pi-\theta)$ and the triplet $f(\theta)-f(\pi-\theta)$. The squared magnitudes are unchanged from the tree result, but the interference acquires the cosine of the phase difference:

$$\frac{d\sigma}{d\Omega}=\frac1{16v^4}\left[\frac1{s^2}+\frac1{k^2}-\frac{\cos\!\left(\eta\ln(s/k)\right)}{sk}\right]. \tag{8}$$

Equation (6) is recovered when the argument of the cosine is small. It is also recovered near the beam axis, even though the argument grows there. The relative deviation of (8) from (6) is $x\,[1-\cos(\eta\ln(s/k))]/(1-3x)$, which is at most $2x/(1-3x)$ and vanishes as $x=sk\to0$. The Coulomb phase therefore matters at intermediate angles. For $v=10$, $\eta=0.05$ and $\ln(s/k)=-\ln3$ at $60^\circ$. The argument has magnitude 0.055, and the cross section rises by only 0.065% relative to (6). At $v=0.5$, where $\eta=1$, the corresponding increase is 23%.

At $90^\circ$ the phase difference vanishes, so (8) agrees with (6) even for slow electrons. Agreement at that angle therefore does not establish that the tree-level formula works at other angles.

The useful range is $\alpha\ll\beta\ll1$, or $1\ll v\ll137$ in atomic units. The lower condition controls the Coulomb phase, and the upper one controls magnetic and other relativistic effects. Equation (8) is nonrelativistic, while (5) is a tree-level result. Neither includes photon emission or radiative corrections.
